# Mean and median hopping rates for Gaussian-distributed migration barriers

## Problem

In an amorphous oxide no two migration paths are alike, so the barrier \(E\) for an atomic hop varies from place to place. Take the barriers to be independent and Gaussian, with centre \(E_0=1.0\) eV and standard deviation \(\sigma=0.10\) eV. Every hop has the rate

\[
k=\nu\,e^{-E/k_BT},
\]

with the same prefactor \(\nu=10^{13}\) 1/s and \(T=300\) K. The centre and the prefactor are rough values for charged oxygen vacancies in the amorphous hafnium oxide of a resistive memory cell; the width is an assumed round value.

(a) By what factor does the mean rate \(\langle k\rangle\) exceed the median rate \(k_{\rm med}\)?

(b) Which barriers produce the mean, and would a cell of 10 nm edge contain them?

(c) Does the mean rate tell how long a typical site waits, or how fast atoms travel along a chain of sites?

Angle brackets denote an average over the barrier distribution, each barrier counted once. Energies are in eV.

## A tempting solution

Measure the barrier from its centre in units of its spread, and the spread in units of the thermal energy:

\[
z=\frac{E-E_0}{\sigma},\qquad s=\frac{\sigma}{k_BT}.
\]

Then \(k=k(E_0)\,e^{-sz}\), where \(z\) has zero mean and unit variance. The spread is a tenth of the barrier, which looks small, so one expands to second order:

\[
\frac{\langle k\rangle}{k(E_0)}\approx 1-s\langle z\rangle+\frac{s^2}{2}\langle z^2\rangle=1+\frac{s^2}{2}.
\]

With \(k_BT=0.025852\) eV, \(s=0.10/0.025852=3.868\) and \(s^2/2=7.481\). The mean would then exceed the rate at the central barrier by a factor of 8.5.

## Where it fails

The expansion parameter is not \(\sigma/E_0=0.1\). The central barrier has dropped out of the ratio, and what remains is \(s=\sigma/k_BT\), which is nearly 4. The neglected terms show the damage. The odd moments of \(z\) vanish by symmetry. For the even ones, integration by parts with the Gaussian density gives \(\langle z^{2n}\rangle=(2n-1)\langle z^{2n-2}\rangle\), hence

\[
\langle z^{2n}\rangle=(2n-1)(2n-3)\cdots 1=\frac{(2n)!}{2^n\,n!}.
\]

The term of order \(2n\) in the expansion is therefore

\[
\frac{s^{2n}}{(2n)!}\,\langle z^{2n}\rangle=\frac{1}{n!}\left(\frac{s^2}{2}\right)^{n}.
\]

Its first values are 1, 7.5, 28 and 70. Each term is the previous one times \(7.48/n\), so the terms grow up to \(n=7\), and the tempting solution stopped at \(n=1\). Its result is sound for \(s\ll1\), which for this \(\sigma\) means temperatures far above \(\sigma/k_B\approx1160\) K.

## Solution of (a)

The rate falls monotonically as the barrier rises. A rate is thus below \(k(E_0)\) precisely when its barrier is above \(E_0\), which has probability one half. The median rate is the rate at the median barrier:

\[
k_{\rm med}=\nu\,e^{-E_0/k_BT}=1.59\times10^{-4}\ \text{1/s}.
\]

For the mean, the whole integral is needed. With \(\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}\),

\[
\frac{\langle k\rangle}{k_{\rm med}}=\int_{-\infty}^{\infty}\varphi(z)\,e^{-sz}\,dz .
\]

Completing the square in the exponent,

\[
-\frac{z^2}{2}-sz=-\frac{(z+s)^2}{2}+\frac{s^2}{2},
\]

turns the integrand into a shifted Gaussian times a constant:

\[
\varphi(z)\,e^{-sz}=e^{s^2/2}\,\varphi(z+s). \tag{1}
\]

The shifted Gaussian still integrates to one, so

\[
\boxed{\;\frac{\langle k\rangle}{k_{\rm med}}=e^{s^2/2}=\exp\!\left[\frac{\sigma^2}{2(k_BT)^2}\right]\;} \tag{2}
\]

This is also the sum of the full series found above. Numerically, \(e^{7.4814}=1775\): the mean exceeds the median about 1800-fold. The mean rate is \(1775\times1.588\times10^{-4}=0.282\) 1/s. Neither \(E_0\) nor \(\nu\) enters the ratio.

## Solution of (b)

Equation (1) also shows where the mean comes from. Divided by \(e^{s^2/2}\), its right side is the distribution of barriers weighted by their rates. It is a Gaussian of unchanged width, centred at \(z=-s\), that is, at

\[
E^*=E_0-s\sigma=E_0-\frac{\sigma^2}{k_BT}=1.000-0.387=0.613\ \text{eV}.
\]

By symmetry about this centre, half of the total rate comes from barriers below \(E^*\). Their share of all barriers is \(\Phi(-s)=5.5\times10^{-5}\), where \(\Phi\) is the cumulative normal distribution. The mean is a property of a very small minority.

The same energy appears in an Arrhenius plot. With \(\beta=1/k_BT\) and with \(\nu\), \(E_0\) and \(\sigma\) held fixed, equation (2) reads \(\ln\langle k\rangle=\ln\nu-\beta E_0+\beta^2\sigma^2/2\), so

\[
-\frac{d\ln\langle k\rangle}{d\beta}=E_0-\beta\sigma^2=E^* .
\]

The slope of the mean rate gives 0.61 eV, although the median barrier is 1.0 eV, and it changes with temperature.

Now take the cell. With about 50 oxygen sites per nm³ and one barrier counted per site, a cube of 10 nm edge holds \(N=50\,000\) barriers. The expected number below \(E^*\) is \(50\,000\times5.48\times10^{-5}=2.7\). The cell does contain such barriers as a rule, but so few that its own mean depends on chance.

To measure the scatter, replace \(s\) by \(2s\) in equation (2), which gives \(\langle k^2\rangle=k_{\rm med}^2e^{2s^2}\). Since \(\langle k\rangle^2=k_{\rm med}^2e^{s^2}\), the relative variance of one rate is

\[
\frac{\langle k^2\rangle-\langle k\rangle^2}{\langle k\rangle^2}=e^{s^2}-1=3.15\times10^{6}.
\]

For the mean of \(N\) independent rates the variance is divided by \(N\). The relative standard deviation between cells is \(\sqrt{3.15\times10^6/50\,000}=7.9\). For this standard deviation to fall to 10 %, a set must hold \(3.15\times10^6/0.1^2\approx3\times10^8\) barriers. The usual scatter is smaller than the standard deviation, as the following simulation shows for the cell, and reaches 10 % with fewer barriers.

In 1000 simulated cells the cell mean, divided by \(k_{\rm med}\), had a 10th percentile of 960, a median of about 1300 and a 90th percentile of 2600; with this number of cells the two outer values carry a sampling error of a few per cent. This range is much narrower than a standard deviation of 7.9 times the mean suggests. The reason follows from equation (1) with \(2s\) in place of \(s\): the second moment comes from barriers around \(z=-2s\), nearly eight standard deviations below the centre, which a set of this size practically never includes. The variance is carried by extremely rare cells with an enormous mean. The typical cell lies below the ensemble value of 1775 because part of that value comes from barriers that are less extreme but still rare. By equation (1), those below \(z=-4.27\) supply the share \(\Phi(-4.27+3.87)=\Phi(-0.40)\), about a third, while a cell is expected to hold only \(50\,000\,\Phi(-4.27)\approx0.5\) of them, so that most cells hold none.

This matters when the distribution is sampled by first-principles calculations. One barrier below \(E^*\) is expected in \(1/(5.48\times10^{-5})\approx18\,000\) calculated barriers, so directly averaging the rates from a hundred paths will usually miss the part that counts. The alternative is to estimate \(\sigma\) from the sample and use equation (2), but this amplifies the error of \(\sigma\). Let \(E_0\) be known and \(\sigma^2\) be estimated from \(n\) barriers. Because \(\langle z^4\rangle-\langle z^2\rangle^2=3-1=2\), the estimate has a relative standard error \(\sqrt{2/n}\). The logarithm of the ratio is proportional to \(\sigma^2\), so its error is \((s^2/2)\sqrt{2/n}\). For \(n=100\) this is \(7.48\times0.141=1.06\), an uncertainty of about a factor of 3 either way. The formula also presumes that the Gaussian shape continues into a tail which the sample has not seen.

## Solution of (c)

**Waiting time.** Consider independent sites, each occupied at \(t=0\), and count first hops only. The fraction that has not hopped by time \(t\) is

\[
S(t)=\langle e^{-kt}\rangle,\qquad -S'(0)=\langle k\rangle .
\]

The mean rate is thus the initial rate of loss. It does not last. The barriers at \(E^*\) have the rate \(k_{\rm med}\,e^{(E_0-E^*)/k_BT}=k_{\rm med}\,e^{s^2}\approx500\) 1/s, so the sites that supply the mean are being used up after about 2 ms.

The half-time is set elsewhere. As a function of \(\ln k\), the factor \(e^{-kt}\) drops from one to zero around \(k=1/t\), within a range of order one. The values of \(\ln k\) themselves are spread with standard deviation \(s=3.9\). To a first approximation \(S(t)\) is therefore the fraction of sites with \(k<1/t\), which equals one half at \(t\approx1/k_{\rm med}\). Direct integration gives \(0.574/k_{\rm med}=3.6\times10^3\) s, about one hour. A single exponential with the mean rate would predict \(\ln2/\langle k\rangle=0.693/0.2817=2.5\) s, and by then only 3.8 % of the sites have in fact hopped.

**Travel along a chain.** Let the sites of a chain have equal energies, so that link \(i\) has the same rate \(k_i\) in both directions, and let the occupations \(p_i\) be small enough for the atoms not to block one another. In a steady state the same flux \(J\) passes through every link:

\[
J=k_i\,(p_{i-1}-p_i)\quad\Rightarrow\quad p_{i-1}-p_i=\frac{J}{k_i}.
\]

Adding the \(M\) links, the intermediate occupations cancel and \(p_0-p_M=J\sum_i1/k_i\). A uniform chain with rate \(k_{\rm eff}\) would give \(p_0-p_M=JM/k_{\rm eff}\). Comparison yields

\[
\frac{1}{k_{\rm eff}}=\frac1M\sum_{i=1}^{M}\frac{1}{k_i}\;\longrightarrow\;\left\langle\frac1k\right\rangle=\frac{e^{s^2/2}}{k_{\rm med}},
\]

where the limit is that of a very long chain, and the last step is the integral of part (a) with \(s\) replaced by \(-s\). Hence \(k_{\rm eff}=k_{\rm med}\,e^{-s^2/2}=8.9\times10^{-8}\) 1/s. A very long chain is slower than the median by the same factor of 1775 by which the mean is faster, because an atom in a chain cannot avoid the high barriers. As the mirror image of part (b), half of \(\langle1/k\rangle\) comes from barriers above \(E_0+\sigma^2/k_BT=1.39\) eV, which is one link in about 18 000. A straight path across the 10 nm cell has only some 30 links and usually contains no such barrier. It is then typically faster than the long-chain limit, though still slower than the median rate, and it varies strongly from path to path.

If instead the links lay side by side between two reservoirs, their fluxes would add and the arithmetic mean would apply. A three-dimensional film contains both arrangements, and its diffusion coefficient requires a solution of the network. Inserting \(\langle k\rangle\) into a formula for a uniform lattice is not justified.

## How firm is the factor?

**Width and temperature.** From equation (2), \(d\ln(\langle k\rangle/k_{\rm med})/d\ln\sigma=s^2\approx15\). At 300 K, a \(\sigma\) smaller by 10 % gives a ratio of 430, and one larger by 10 % gives 8500. With \(\sigma\) held at 0.10 eV, heating to 85 °C lowers the ratio to 190.

**The tail.** Suppose that the disorder permits no barrier farther than \(c\sigma\) from the centre. A symmetric cut leaves the median in place. Integrating equation (1) from \(-c\) to \(c\), with \(y=z+s\), and dividing by the remaining probability gives

\[
\frac{\langle k\rangle}{k_{\rm med}}=e^{s^2/2}\;\frac{\Phi(s+c)-\Phi(s-c)}{2\Phi(c)-1}.
\]

For \(c=3\) the ratio is 343. The centre of the rate-weighted distribution, at \(z=-3.87\), now lies outside the permitted range.

A Gaussian also includes negative barriers, for which the rate law has no meaning. Their share of the mean is the part of \(\varphi(z+s)\) below \(z=-E_0/\sigma\), which is \(\Phi(s-E_0/\sigma)=\Phi(-6.13)=4\times10^{-10}\). This is harmless here. It would not be if \(E_0\) were comparable with \(\sigma^2/k_BT=0.39\) eV.

**The prefactor.** Let the prefactor rise with the barrier, \(\nu(E)=\nu\,e^{(E-E_0)/E_c}\). Then \(k=k_{\rm med}\,e^{-s'z}\) with \(s'=\sigma(1/k_BT-1/E_c)\), and \(s'\) replaces \(s\) in equation (2). For an assumed \(E_c=0.10\) eV, \(s'=3.868-1=2.868\) and the ratio falls to \(e^{4.11}=61\). If the prefactor instead varies independently of the barrier, with a Gaussian \(\ln\nu\) of standard deviation \(\tau\), the variance of \(\ln k\) becomes \(s^2+\tau^2\). The median stays and the ratio gains a factor \(e^{\tau^2/2}\), which is 1.65 for \(\tau=1\).

**Electric field.** A field \(F\) lowers the barrier of a hop at angle \(\theta\) to the force by \(w\cos\theta\), with \(w=qFa/2\) for a saddle point halfway along the hop length \(a\). For \(q=2e\), \(a=0.3\) nm and 1 MV/cm, which is 0.1 V/nm, \(w=2\times0.1\times0.3/2=0.030\) eV. If the hops point in all directions equally, \(\cos\theta\) is uniform between \(-1\) and 1, and the mean is multiplied by

\[
\frac12\int_{-1}^{1}e^{wu/k_BT}\,du=\frac{\sinh(w/k_BT)}{w/k_BT}=1.24 .
\]

The barriers remain symmetrically distributed about \(E_0\), so the median does not move. The factor is small only because the field is moderate and is taken to act without local enhancement. At the several MV/cm used to switch a cell the same formula gives 4.7 for 3 MV/cm and 29 for 5 MV/cm, and in a strongly polarizable oxide the local field at an ion may be several times the applied one.

**Tunnelling.** Near its top the barrier is taken as an inverted parabola of frequency \(\nu_b\). At an energy \(yk_BT\) above the top the transmission is \(1/(1+e^{-2\pi y/x})\), with \(x=h\nu_b/k_BT\). Its thermal average, relative to classical passage, is

\[
\kappa=\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/x}}=\frac{x/2}{\sin(x/2)}\qquad(x<2\pi),
\]

which follows from the substitution \(v=e^{-2\pi y/x}\) and the standard integral \(\int_0^\infty v^{b-1}/(1+v)\,dv=\pi/\sin\pi b\) with \(b=x/2\pi\). Setting \(\nu_b=\nu\) at the median barrier gives \(x=1.60\) and \(\kappa=1.115\). For a fixed barrier shape and hop length the curvature at the top is proportional to \(E\), so \(\nu_b\propto\sqrt E\). The low barriers that dominate the mean then gain less than the median one, and the ratio drops by 4 %, to 1700. This keeps the prefactor common to all hops. The quantized vibration in the well adds a factor of similar size, \(\sinh(x/2)/(x/2)=1.11\) for a well frequency \(\nu\), which cancels in the ratio as long as that frequency is the same for all hops. If the frequency in the well, and with it the prefactor, also scaled as \(\sqrt E\), the ratio would fall by a further factor of about \(\sqrt{E^*/E_0}=0.78\), a larger change than that from tunnelling.

## The model and a real cell

The barrier, prefactor and hop length are rough magnitudes for charged oxygen vacancies in hafnium oxide. The width of 0.10 eV is a plausible round value for a disordered film, not a measured one. A real vacancy has several exits from each site, and the energies of the sites differ too, so it spends more time in the deep ones than an average over equally weighted sites assumes; neither effect is included here. For the values assumed above, a prefactor that rises with the barrier moves the result most, from 1775 to 61, followed by the hotter operating condition and the missing tail. This order depends on the assumptions: with \(E_c=0.2\) eV the ratio falls only to about 290, less than the change from heating to 85 °C, and a switching field of 5 MV/cm changes it as much as the prefactor does, in the opposite direction. A cell that heats itself during switching is further still from the 300 K value. The factor of 1800 therefore belongs to a Gaussian that holds down to about six standard deviations below its centre (the formula for the cut tail gives only 980 for \(c=4\)), with one prefactor for all hops, at room temperature. The values used here are collected in the numerical output.

## Computed results

```
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Barrier standard deviation sigma: 0.10 eV
Median barrier E0: 1.00 eV
Prefactor nu: 1.0e+13 1/s
s = sigma/kT: 3.8682
s^2/2: 7.4814
Median rate: 1.588e-04 1/s
Mean rate: 2.817e-01 1/s
Mean/median, integrated: 1774.7
Mean/median, formula exp(s^2/2): 1774.7
Shift sigma^2/kT: 0.3868 eV
Dominant barrier E*: 0.6132 eV
Apparent activation energy, finite difference: 0.6132 eV
Fraction of hops with E < E*: 5.483e-05
Their share of total rate: 0.5000
Site density: 50 1/nm^3; cell edge: 10 nm
Sites in cell: 50000
Expected sites in cell with E < E*: 2.74
Relative variance of one rate: 3.150e+06
Relative standard deviation of cell mean: 7.94
Barriers needed for 10 % standard deviation: 3.15e+08
Simulated cells: 1000
Cell mean/median rate, 10th percentile: 960
Cell mean/median rate, 50th percentile: 1311
Cell mean/median rate, 90th percentile: 2600
Half-time of sites times median rate: 0.574
Half-time of sites: 3.617e+03 s
Half-time if all had the mean rate: 2.460e+00 s
Fraction truly hopped by then: 0.0382
Chain effective rate/median rate: 5.635e-04
Chain effective rate: 8.946e-08 1/s
Share of mean rate from negative barriers: 4.3e-10
Mean/median, Gaussian cut at 3 sigma: 343
Mean/median, sigma 10 % smaller: 428
Mean/median, sigma 10 % larger: 8540
Mean/median at 358.15 K: 190
Compensation energy E_c: 0.10 eV
Mean/median with compensation: 61.1
Prefactor logarithmic width tau: 1.0
Factor on mean/median from prefactor spread: 1.649
Charge: 2 e; hop length: 0.3 nm
Field: 1.0 MV/cm
Largest barrier shift by field w: 0.030 eV
Factor on mean/median from field: 1.240
Tunnelling x = h*nu/kT: 1.600
Tunnelling factor at median barrier: 1.115
Mean/median with tunnelling: 1701
```
